# Why a hard-wall film has fewer states than its thickness suggests

## One step of the staircase

Take electrons with a fixed wave number $k$ in a film whose walls force the wave function to zero. A standing wave across the film must fit a whole number of half-wavelengths, so $k_z=n\pi/L$ with $n=1,2,\dots$. Let the thickness $L$ grow from $2\pi/k$ to $3\pi/k$. Throughout this range two standing waves have $k_z\le k$; the third enters at the upper end.

A count proportional to thickness would be $kL/\pi$, which rises from 2 to 3 over the same range and has the mean 2.5. The film has 2. Half a standing wave is missing on average, and the next step, from 3 to 4, gives the same half. A deficit that does not grow with thickness belongs to the walls. Since one standing wave corresponds to a thickness $\pi/k$, half of one corresponds to $\pi/(2k)$, or $\pi/(4k)$ for each wall.

The sections below separate the volume term, the wall term and the steps, and then weigh them against effects that hard walls leave out.

## The volume term

Assume a flat film, one isotropic parabolic band of mass $m$, and two spin states. Energy $E=\hbar^2k^2/2m$ is measured from the bulk band edge. Motion along the film is free, so

$$E=\frac{\hbar^2}{2m}\left(k_\parallel^2+k_n^2\right),\qquad k_n=\frac{n\pi}{L}.$$

For one subband, the states below $E$ fill a disc of area $\pi(k^2-k_n^2)$ in the plane of $k_\parallel$. Each spin has $1/(2\pi)^2$ states per unit film area and unit area of that plane. The number per film area is therefore

$$N_n=2\,\frac{\pi(k^2-k_n^2)}{(2\pi)^2}=\frac{k^2-k_n^2}{2\pi}.$$

Because $d(k^2)/dE=2m/\hbar^2$, every open subband contributes the same density of states, $D_0=m/(\pi\hbar^2)$. With $x=kL/\pi$,

$$D=D_0M,\qquad M=\lfloor x\rfloor .$$

In the bulk, a shell of radius $k$ holds $2\cdot4\pi k^2dk/(2\pi)^3=k^2dk/\pi^2$ states per volume. Multiplying by $dk/dE=m/(\hbar^2k)$ gives

$$D_{\rm bulk}=\frac{mk}{\pi^2\hbar^2},\qquad D_{\rm bulk}L=D_0\frac{kL}{\pi}=D_0x .$$

The comparison between film and bulk is thus one between $\lfloor x\rfloor$ and $x$, at fixed $E$.

## The wall term

Write $\lfloor x\rfloor=x-f$, where $f$ is the fractional part of $x$. Over any window of unit width, $f$ takes each value between 0 and 1 with equal weight, so its mean is $1/2$. For a window centred on $x$,

$$M_{\rm av}=x-\tfrac12,\qquad D_{\rm av}=D_0\left(\frac{kL}{\pi}-\frac12\right)=D_{\rm bulk}\left(L-\frac{\pi}{2k}\right).$$

The last form follows from $D_0=D_{\rm bulk}\,\pi/k$. Each of the two walls removes the equivalent of

$$d=\frac{\pi}{4k}=\frac{\lambda}{8},\qquad \lambda=\frac{2\pi}{k}.$$

The window may be a range $\pi/k$ of thickness at fixed $k$, or a range $\pi/L$ of wave number at fixed $L$, with uniform weight in that variable. Uniform weight in energy would favour larger $k$ and give a slightly different mean. The window must also start at $x\ge0$, which requires $L\ge\pi/(2k)$ at its centre. At that limit the law gives zero, as it should: the window then runs from $x=0$ to $x=1$, where no subband is open.

For numbers, take $m=0.20\,m_e$, $L=5.00$ nm and $E=0.40$ eV. The lowest subband bottom is at 0.0752 eV, and bottoms scale as $n^2$, so

$$x=\sqrt{0.40/0.0752}=2.306,\qquad k=\frac{\pi x}{L}=1.449\ {\rm nm^{-1}}.$$

Hence $d=\pi/(4\times1.449)=0.542$ nm, and the two layers make up $2\times0.542/5.00=21.7\%$ of the thickness. The unit window runs from 1.806 to 2.806. A fraction 0.194 of it has one subband and 0.806 has two, with mean $0.194+2\times0.806=1.806=x-1/2$.

At exactly 5.00 nm the film has two subbands: fewer than the bulk value 2.306, but more than the average law. The average is not a prediction for one sharp thickness.

## Why the missing amount is one half

The half comes from a single mode, $n=0$. Consider a ring of length $2L$. Its waves have $k_z=\pi j/L$ with $j=0,\pm1,\pm2,\dots$, and $2M+1$ of them satisfy $|k_z|\le k$. The mean of $2M+1$ over a unit window in $x$ is $2(x-\tfrac12)+1=2x$, so a ring has no average deficit.

Now sort the ring's waves by symmetry about a point. The pair $\pm j$ gives one sine and one cosine. The constant wave $j=0$ has no partner and is even. There are therefore $M$ odd waves and $M+1$ even ones.

The odd waves vanish at $z=0$ and $z=L$: they are the hard-wall modes. The even waves have zero slope there. The two kinds of film share the ring's average $2x$ unequally, as $x-\tfrac12$ and $x+\tfrac12$. Confinement alone does not remove states on average; the wall condition decides. Each hard wall removes a quarter of a mode and each zero-slope wall adds a quarter, so a film with one wall of each kind, whose modes are $k_z=(n-\tfrac12)\pi/L$, has the mean count $x$ and no deficit.

Levels computed on a grid confirm this. At $E=0.40$ eV they were counted for 100 thicknesses spread evenly over a range $2\pi/k=4.336$ nm centred on 5.00 nm. The mean counts were 1.800 for hard walls, 2.300 for periodic ends and 2.800 for zero-slope walls. The expected values are 1.806, 2.306 and 2.806, and sampling a staircase at 100 points can shift a mean by about 0.01.

## Where the states are missing

The layer $d$ is an equivalent thickness, not an empty region. To see the actual profile, place one wall at $z=0$ and let the film fill $z>0$. An incident wave and its reflection combine into a standing wave of weight $2\sin^2(k_zz)=1-\cos(2k_zz)$, normalized to mean 1 far from the wall.

At energy $E$ the directions are spread uniformly over a sphere, so $\mu=k_z/k$ is uniform between 0 and 1. The local density of states relative to the bulk is

$$g(z)=1-\int_0^1\cos(2k\mu z)\,d\mu=1-\frac{\sin(2kz)}{2kz}.$$

The missing thickness is the integral of $1-g$. With $u=2kz$,

$$\int_0^\infty\frac{\sin(2kz)}{2kz}\,dz=\frac1{2k}\int_0^\infty\frac{\sin u}{u}\,du=\frac{\pi}{4k}.$$

The value $\pi/2$ of the last integral follows from $1/u=\int_0^\infty e^{-ut}dt$, since $\int_0^\infty e^{-ut}\sin u\,du=1/(1+t^2)$ and $\int_0^\infty dt/(1+t^2)=\pi/2$.

This agrees with the mode count and shows how the deficit is distributed. At the wall $g=0$. It first reaches the bulk value at $z=\pi/(2k)=1.084$ nm, where 0.639 nm of thickness has been lost, more than the final 0.542 nm. Beyond that point $g$ exceeds 1 for half an oscillation, and later oscillations settle the total.

In a 5 nm film the two profiles overlap, and waves reflected by both walls interfere. That interference makes the steps. The Fourier series of the fractional part gives

$$M=x-\frac12+\sum_{s=1}^{\infty}\frac{\sin(2skL)}{\pi s}.$$

The three parts are volume, walls and steps. The phase $2skL$ is that of $s$ round trips straight across the film.

## The number below $E$ has a different layer

The word "states" can also mean all states below $E$, which fixes the electron density at zero temperature. Summing $N_n$ over open subbands gives

$$N=\frac{\pi}{2L^2}S,\qquad S=\sum_{n=1}^{M}(x^2-n^2)=x^2M-\frac{M^3}{3}-\frac{M^2}{2}-\frac M6 .$$

Substitute $M=x-f$ and collect powers of $x$:

- $x^3$: $1-\frac13=\frac23$;
- $x^2$: $-f+f-\frac12=-\frac12$;
- $x^1$: $-f^2+f-\frac16$;
- $x^0$: $\frac{f^3}{3}-\frac{f^2}{2}+\frac f6$.

The coefficients in the last two lines average to zero over $0\le f<1$. They describe the steps. Because $x$ and $L$ also change across a thickness window, the average of $N$ over such a window equals the smooth part only approximately. The smooth part is

$$N_{\rm smooth}=\frac{\pi}{2L^2}\left(\frac{2x^3}{3}-\frac{x^2}{2}\right)=\frac{k^3L}{3\pi^2}-\frac{k^2}{4\pi}=\frac{k^3}{3\pi^2}\left(L-\frac{3\pi}{4k}\right).$$

The layer per wall is now $3\pi/(8k)$, larger by a factor $3/2$. The reason is that states below $E$ have smaller wave numbers $q$, with larger layers $\pi/(4q)$. Weighting these by the bulk number of states, proportional to $q^2dq$, gives

$$\frac{\int_0^k(\pi/4q)\,q^2dq}{\int_0^kq^2dq}=\frac{\pi k^2/8}{k^3/3}=\frac{3\pi}{8k}.$$

In the example this is 0.813 nm per wall. Bulk density times thickness gives $5.14\times10^{13}$ cm$^{-2}$, the smooth law $3.47\times10^{13}$ and the exact sum $3.54\times10^{13}$. The smooth deficit is $2\times0.813/5.00=32.5\%$ of the bulk value. These comparisons hold $E$ fixed; if the electron density were held fixed instead, the Fermi energy would have to rise.

## Penetration into a finite barrier

Let the walls be barriers of height $V>E$ and mass $m_b$. At a subband bottom of energy $E$, where $k_\parallel=0$, the wave is $\sin(kz+\delta)$ inside and decays as $e^{\kappa z}$ for $z<0$, with $\kappa=\sqrt{2m_b(V-E)}/\hbar$. Continuity of $\psi$ and of $\psi'/m$ gives

$$\frac{k\cot\delta}{m}=\frac{\kappa}{m_b}\quad\Rightarrow\quad\tan\delta=\frac{m_bk}{m\kappa}=\sqrt{\frac{m_b}{m}}\sqrt{\frac{E}{V-E}} .$$

The other wall adds the same phase, so subband bottoms obey $kL+2\delta=n\pi$. The left side rises with energy, and the number of bottoms below $E$ is $\lfloor(kL+2\delta)/\pi\rfloor$. Averaging over thickness at fixed $E$ again subtracts one half:

$$M_{\rm av}=\frac{kL+2\delta}{\pi}-\frac12=\frac k\pi\left(L-2d_V\right),\qquad d_V=\frac{\pi/4-\delta}{k}.$$

Penetration acts against the hard-wall deficit. As $V\to\infty$, $\delta\to0$ and the hard-wall layer returns. For equal masses the two contributions cancel at $\delta=\pi/4$, that is at $E=V/2$; above this energy the film has more states than its nominal thickness suggests.

For $V=2.0$ eV and equal masses, $\tan\delta=\sqrt{0.4/1.6}=0.5$ and $\delta=0.464$. The layer falls from 0.542 to $0.542-0.464/1.449=0.222$ nm. The count over the same 100 thicknesses gave a mean of 2.100, against $2.306+2(0.464)/\pi-0.5=2.101$ from the formula.

With $m_b=0.40\,m_e$ the layer is 0.117 nm. This last value describes the count of subband bottoms, not the density of states. With unequal masses $\kappa$ depends on $k_\parallel$, so the subbands no longer all have the in-plane mass $m$.

## What smooths the steps

A uniform thickness window of $\pi/k=2.168$ nm gives the average law exactly. A Gaussian spread with a standard deviation of 0.30 nm is too narrow to do so, and by itself leaves a mean count of 1.987. Temperature replaces each step by a Fermi function of the subband bottom. At 300 K, with $E$ as the chemical potential, the count is 1.979. Neither comes close to 1.806.

A finite lifetime $\tau$ spreads each level into a Lorentzian of half width $\gamma=\hbar/(2\tau)$. The average of a function analytic in the upper half of the energy plane, growing no faster than $\sqrt E$, is its value at $E+i\gamma$. Define $\tilde k=\sqrt{2m(E+i\gamma)}/\hbar$. The volume, wall and step terms become

$$M_\gamma=\frac{L\,{\rm Re}\,\tilde k}{\pi}-\frac12\left(\frac12+\frac1\pi\arctan\frac E\gamma\right)+\sum_{s=1}^\infty\frac{{\rm Im}\,e^{2is\tilde kL}}{\pi s}.$$

The middle bracket is the broadened band edge: the half subband is subtracted only for $E>0$. The first step harmonic is reduced by $e^{-2L\,{\rm Im}\,\tilde k}$.

If $\tau$ is taken from a mobility of 50 cm$^2$/Vs through $\tau=\mu m/e$, then $\gamma=0.058$ eV and the factor is 0.35. The count is 1.924, against 1.835 for the first two terms. The steps are weakened but still present. A mobility gives the transport lifetime, however. Where small-angle scattering is strong, the lifetime that broadens the levels is shorter, and the steps are weaker than this estimate.

At $\gamma=0.30$ eV the count and the first two terms agree closely, both rounding to 2.049, with a step term of about 0.0006. They do not return to 1.806, because such strong broadening also changes the volume and wall terms themselves.

## Set beside an indium oxide channel

The example is meant to resemble an ultrathin, heavily doped indium oxide transistor channel. Its mass, thickness, Fermi energy, barrier and mobility are rough typical values, and the doping is at the heavy end. The assumption that moves the result most among those evaluated for the layer is the hard wall: a 2 eV barrier with equal masses reduces the missing fraction from 21.7% to $2\times0.222/5.00\approx9\%$. The hard-wall layer should not be used as a device prediction here.

The band shape matters less. Suppose $E(1+\alpha E)=\hbar^2k^2/2m$ with $\alpha=0.5$ eV$^{-1}$, again a rough value. With hard walls $N$ still depends on $k$ alone, and film and bulk densities of states share the factor $dk/dE$. The layer is still $\pi/(4k)$, but with the larger $k$ it becomes 0.495 nm.

The flat well bottom is a separate assumption. If uniform donors neutralize the electrons and the relative permittivity is 9, the hard-wall densities produce a band bending of 0.14 eV. The band edge is lowest at the walls and highest at the centre. This is a first estimate; a self-consistent Hartree solution at the same sheet density gives about 0.12 eV. The levels move by much less than this peak-to-peak value: the 0.226 eV between the first two subband bottoms shrinks by about 0.03 eV. What it does to the layer depends on the zero of energy. If $E$ is measured from the mean band edge, the average count stays close to that of a flat well; if $E$ is measured from the lowest point of the band edge, the count is smaller and the layer thicker, about 0.7 nm; if $E$ is measured from the film centre, which becomes the bulk band edge in a thick film, the count is larger and the layer thinner, about 0.4 nm. A uniform field of 0.45 MV/cm would tilt the well by the 0.226 eV gap.

If a gate supplied all the electrons, the field in an insulator of relative permittivity 16 would be 4.0 MV/cm, roughly where breakdown becomes a concern for such oxides. The field at the channel surface would be $4.0\times16/9\approx7$ MV/cm, and a flat well would then be a poor model. The example is therefore closer to a doped channel near flat band than to one filled by its gate, and even there the flat well has a limit. In a neutral film with uniform donors the sheet density equals donor density times thickness, and in a thick film the interior electron density equals the donor density. Measured from the interior band edge, the layer $3\pi/(8k)$ for states below $E$ then tends to zero, because the bending near the walls draws the missing electrons back.

Disorder sets a further limit, especially in amorphous films. With mean free path $\ell=\hbar k\tau/m$, the definitions above give $k\ell=E/\gamma\approx7$, so $\ell\approx5$ nm, about the film thickness. The wave number is still a useful label. At much lower mobility or Fermi energy it would cease to be one, and the layer $\pi/(4k)$ would lose its meaning with it.

The values of the flat-well model and the first estimate of the bending are in the numerical output below.

## Numbers as computed

```
effective mass: 0.20 m_e
thickness L: 5.00 nm
energy E above bulk band edge: 0.40 eV
wave number k: 1.449 1/nm
wavelength: 4.336 nm
x = kL/pi: 2.306
subband bottom 1: 0.0752 eV
subband bottom 2: 0.3008 eV
subband bottom 3: 0.6769 eV
D0 per subband: 0.8355 1/(eV nm^2)
layer per wall, states at E: 0.542 nm
layer per wall, states below E: 0.813 nm
missing fraction at E, both walls: 21.7 %
thickness window for one step: 2.168 nm
subbands, exact: 2
subbands, smooth law: 1.806
subbands, bulk times thickness: 2.306
DOS from counted states: 1.674 1/(eV nm^2)
DOS exact: 1.671 1/(eV nm^2)
DOS smooth: 1.509 1/(eV nm^2)
DOS bulk times thickness: 1.927 1/(eV nm^2)
mean count, hard walls: 1.800
mean count, zero-slope walls: 2.800
mean count, periodic: 2.300
mean count over k, hard walls: 1.806
sheet density exact: 3.542 1e13 cm^-2
sheet density smooth: 3.467 1e13 cm^-2
sheet density bulk times L: 5.138 1e13 cm^-2
integrated missing layer at E: 0.5420 nm
integrated missing layer below E: 0.8130 nm
first point with bulk local DOS: 1.084 nm
missing layer up to that point: 0.639 nm
barrier height: 2.0 eV
wall phase, equal masses: 0.464 rad
net layer, equal masses: 0.222 nm
mean count, finite equal masses: 2.100
heavier barrier mass: 0.40 m_e
net bottom-count layer, heavier: 0.117 nm
mean count, finite heavier mass: 2.200
nonparabolicity: 0.5 1/eV
layer with nonparabolic k: 0.495 nm
temperature: 300 K
thermal energy: 0.0259 eV
count with temperature alone: 1.979
thickness spread: 0.30 nm
count with spread alone: 1.987
mobility: 50 cm2/Vs
lifetime half width: 0.0579 eV
first-harmonic damping by lifetime: 0.351
count with lifetime alone: 1.924
smooth law with same lifetime: 1.835
strong test half width: 0.30 eV
count at strong width: 2.0491
smooth law at strong width: 2.0485
film relative permittivity: 9
band bending, uniform donors: 0.138 eV
field tilting well by gap 1-2: 0.451 MV/cm
gate insulator permittivity: 16
gate field for all electrons: 4.006 MV/cm
```
